# Acoustic deformation-potential scattering in a silicon valley and the Herring-Vogt relaxation times: a numerical check

```python
# Acoustic scattering in an ellipsoidal valley, axis a = z, masses ml, mt, K = ml/mt.
# Band-edge shift: dE = Xd tr(eps) + Xu eps_zz. Results under test:
#  couplings X_L = Xd + Xu cos^2(th), X_T = Xu sin(th) cos(th), th = angle(q, a);
#  w = sum_modes X^2/(rho v^2) = g.Gamma^-1.g, g = Xd qhat + Xu qhat_z a;
#  Herring-Vogt times 1/tau_i = 3 P <n_i^2 w>, n = direction of mass-scaled q,
#  P = 2 pi kT D(E)/hbar, D = density of states per spin; closed form through
#  A_i = <cos^2 th>, B_i = <cos^4 th> with weights 3 mu^2 (l), 1.5 (1 - mu^2) (t);
#  the full elastic Boltzmann solution has tau_full >= tau_HV.
import numpy as np, mpmath as mp
from numpy.polynomial.legendre import leggauss, Legendre
from scipy.constants import hbar, k as kB, e as qe, m_e, pi
from scipy.integrate import quad

ml, mt = 0.92*m_e, 0.19*m_e
c11, c12, c44, rho = 170e9, 64e9, 80e9, 2300.0
Xu, Xd, T = 9*qe, 1*qe, 300.0
kT = kB*T; K = ml/mt; zax = np.array([0., 0., 1.])
rng = np.random.default_rng(1)
def close(a, b, tol): return abs(a-b) <= tol*abs(b)
def gauss(n, a, b):
    x, w = leggauss(n); return a+(b-a)*(x+1)/2, w*(b-a)/2
def unit(v): return v/np.linalg.norm(v, axis=-1, keepdims=True)
def stiff(a, b, c):
    d = np.eye(3)
    t = b*np.einsum('ij,kl->ijkl', d, d)+c*(np.einsum('ik,jl->ijkl', d, d)+np.einsum('il,jk->ijkl', d, d))
    for i in range(3): t[i, i, i, i] += a-b-2*c
    return t
def christoffel(c, n):
    nn = (n[:, :, None]*n[:, None, :]).reshape(-1, 9)
    return (nn@c.transpose(1, 3, 0, 2).reshape(9, 9)).reshape(-1, 3, 3)
def gvec(n, xd, xu): return xd*n+xu*n[:, 2:3]*zax
def w_tensor(c, n, xd, xu):
    g = gvec(n, xd, xu)
    return np.einsum('pi,pi->p', g, np.linalg.solve(christoffel(c, n), g[:, :, None])[:, :, 0])

# C4v leaves exactly the tensors 1 and a a
R4 = np.array([[0., -1, 0], [1, 0, 0], [0, 0, 1]]); Mx = np.diag([-1., 1, 1])
group = [np.linalg.matrix_power(R4, j)@m for j in range(4) for m in (np.eye(3), Mx)]
inv = []
for _ in range(8):
    s = rng.normal(size=(3, 3)); s = s+s.T
    inv.append((sum(r@s@r.T for r in group)/8).ravel())
inv = np.array(inv)
assert np.linalg.matrix_rank(inv, tol=1e-10) == 2
assert np.linalg.matrix_rank(np.vstack([inv, np.eye(3).ravel(), np.outer(zax, zax).ravel()]), tol=1e-10) == 2

# sphere grid; averaged elastic constants
mu, wmu = gauss(48, -1, 1); ph = (np.arange(64)+0.3)*2*pi/64
st = np.sqrt(1-mu**2)
sph = np.stack([np.outer(st, np.cos(ph)), np.outer(st, np.sin(ph)), np.outer(mu, np.ones(64))], -1).reshape(-1, 3)
wsph = np.repeat(wmu, 64)/128
cstar = c11-c12-2*c44; cL = c12+2*c44+0.6*cstar; cT = c44+0.2*cstar
cub, iso = stiff(c11, c12, c44), stiff(cL, cL-2*cT, cT)
G = christoffel(cub, sph); gl = wsph@np.einsum('pi,pik,pk->p', sph, G, sph)
assert close(gl, cL, 1e-12) and close((wsph@np.einsum('pii->p', G)-gl)/2, cT, 1e-12)

# finite-difference strain of u = 2 u0 e cos(q.r): Fourier coupling and stiffness
def fd_mode(c, n, ev, q=1e6, u0=1e-12):
    r = np.outer(np.arange(16)*2*pi/(16*q), n); h = 1e-3/q
    u = lambda x: 2*u0*np.cos(q*x@n)[:, None]*ev
    du = np.stack([(u(r+h*d)-u(r-h*d))/(2*h) for d in np.eye(3)], -1)
    eps = (du+du.transpose(0, 2, 1))/2
    dE = Xd*np.einsum('pii->p', eps)+Xu*eps[:, 2, 2]
    M2 = abs(np.mean(dE*np.exp(-1j*q*r@n)))**2/u0**2
    kappa = np.mean(0.5*np.einsum('ijkl,pij,pkl->p', c, eps, eps))/u0**2
    return M2/q**2, M2*kT/kappa
for n in unit(rng.normal(size=(6, 3))):
    val, vec = np.linalg.eigh(christoffel(iso, n[None])[0]); c2 = n[2]**2
    x2 = [fd_mode(iso, n, vec[:, j])[0] for j in range(3)]
    assert abs(x2[2]-(Xd+Xu*c2)**2) < 1e-5*Xu**2
    assert abs(x2[0]+x2[1]-Xu**2*c2*(1-c2)) < 1e-5*Xu**2
    assert fd_mode(iso, n, unit(np.cross(zax, n)))[0] < 1e-12*Xu**2
    val, vec = np.linalg.eigh(christoffel(cub, n[None])[0]); tot = 0; q = 1e6
    for j in range(3):
        om = q*np.sqrt(val[j]/rho); N = 1/np.expm1(hbar*om/kT)
        quantum = hbar*q*q*(gvec(n[None], Xd, Xu)[0]@vec[:, j])**2*(2*N+1)/(2*rho*om)
        classical = fd_mode(cub, n, vec[:, j])[1]; tot += classical
        assert abs(quantum-classical) < 1e-5*kT*Xu**2/cL
    assert close(tot, kT*w_tensor(cub, n[None], Xd, Xu)[0], 1e-5)
def inelastic(x):
    N = 1/np.expm1(x); return (N*np.sqrt(1+x)+(N+1)*np.sqrt(1-x))*x/2-1
assert close(inelastic(1e-2)/1e-4, -7/24, 1e-3)

# closed forms
def moments(K):
    al = K-1; L = mp.atan(mp.sqrt(al))/mp.sqrt(al); J = (1/K+L)/2; f = K/al; t = mp.mpf(1)/3
    Al = 3*f*(t-(1-L)/al); Bl = 3*f*f*(t-2*(1-L)/al+(L-J)/al)
    return [float(v) for v in (Al, Bl, 1.5*f*(1-L)-Al/2, 1.5*f*f*(1-2*L+J)-Bl/2)], float(L), float(J)
mp.mp.dps = 50
for Kt in (mp.mpf(2), mp.mpf(K), mp.mpf(20)):
    cs = lambda m: Kt*m*m/(1+(Kt-1)*m*m)
    ref = [mp.quad(lambda m: wt(m)*cs(m)**p, [0, 0.3, 1])
           for wt in (lambda m: 3*m*m, lambda m: 1.5*(1-m*m)) for p in (1, 2)]
    assert all(close(a, float(b), 1e-12) for a, b in zip(moments(Kt)[0], ref))
assert np.allclose(moments(1+mp.mpf(10)**-8)[0], [3/5, 3/7, 1/5, 3/35], atol=1e-7)
(Al, Bl, At, Bt), Lv, Jv = moments(mp.mpf(K))
def dos(E): return np.sqrt(ml*mt*mt*2*E)/(2*pi**2*hbar**3)
def pref(E): return 2*pi*kT*dos(E)/hbar
def closed(xd, xu, E=kT):
    la = [pref(E)*(xd*xd+2*A*xd*xu+B*xu*xu)/cL for A, B in ((Al, Bl), (At, Bt))]
    ta = [pref(E)*(A-B)*xu*xu/cT for A, B in ((Al, Bl), (At, Bt))]
    return np.array(la), np.array(ta)
scale = np.sqrt(np.array([mt, mt, ml]))
def rate_tensor(c, xd, xu, E=kT):
    w = w_tensor(c, unit(sph*scale), xd, xu)
    return 3*pref(E)*np.einsum('p,pi,pj->ij', wsph*w, sph, sph)

# final directions in polar coordinates around the initial direction
ga, wga = gauss(40, 0, pi); be = (np.arange(64)+0.5)*2*pi/64
GA, BE = [a.ravel() for a in np.meshgrid(ga, be, indexing='ij')]
WF = np.repeat(wga*np.sin(ga), 64)*2*pi/64
def around(th, f):
    k = np.array([np.sin(th)*np.cos(f), np.sin(th)*np.sin(f), np.cos(th)])
    e1 = np.array([np.cos(th)*np.cos(f), np.cos(th)*np.sin(f), -np.sin(th)])
    e2 = np.array([-np.sin(f), np.cos(f), 0.])
    return k, np.outer(np.cos(GA), k)+np.outer(np.sin(GA)*np.cos(BE), e1)+np.outer(np.sin(GA)*np.sin(BE), e2)
def definition(c, xd, xu, E, phis):
    # golden rule on the unscaled ellipsoid; returns 1/tau_l, 1/tau_t, mean out-rate, dos
    def shell(d):
        f = (d*d)@(1/scale**2); kk = np.sqrt(2*E/f)/hbar
        return kk[..., None]*d, kk/(hbar**2*f)/(2*pi)**3
    num = np.zeros(4); den = np.zeros(4)
    for th, wt in zip(*gauss(24, 0, pi/2)):
        for f in phis:
            d, dp = around(th, f); k, r = shell(d); kp, rp = shell(dp)
            W = 2*pi*kT/hbar*w_tensor(c, unit(kp-k), xd, xu)*rp*WF
            ww = wt*np.sin(th)*r*4*pi/len(phis)
            num[:3] += ww*k*(W@(k-kp)); num[3] += ww*W.sum()
            den[:3] += ww*k*k; den[3] += ww
    return num[2]/den[2], (num[0]+num[1])/(den[0]+den[1]), num[3]/den[3], den[3]
for xd, xu, E in ((Xd, Xu, kT), (-6*qe, Xu, 2.5*kT), (5*qe, 0., kT)):
    rl, rt, out, D = definition(iso, xd, xu, E, [0.2]); rc = sum(closed(xd, xu, E))
    assert close(D, dos(E), 1e-8) and close(rl, rc[0], 1e-6) and close(rt, rc[1], 1e-6)
    assert close(out, (rc[0]+2*rc[1])/3, 1e-6)
assert close(rl, rt, 1e-6)
Rc = rate_tensor(cub, Xd, Xu)
rl, rt, out, _ = definition(cub, Xd, Xu, kT, (np.arange(4)+0.5)*pi/16)
assert close(rl, Rc[2, 2], 1e-5) and close(rt, Rc[0, 0], 1e-5) and close(out, np.trace(Rc)/3, 1e-5)
assert close(Rc[1, 1], Rc[0, 0], 1e-9) and abs(Rc-np.diag(np.diag(Rc))).max() < 1e-9*Rc[0, 0]

# full elastic Boltzmann equation on the scaled sphere, odd harmonics, isotropic elasticity
ls = list(range(1, 19, 2))
def basis(k, m):
    if m == 0: return np.stack([np.sqrt(2*l+1)*Legendre.basis(l)(k[..., 2]) for l in ls], -1)
    return np.stack([np.sqrt((2*l+1)/(l*(l+1)))*k[..., 0]*Legendre.basis(l).deriv()(k[..., 2]) for l in ls], -1)
def geom(m0):
    k, kp = around(np.arccos(m0), 0.)
    return k, unit((kp-k)*scale)[:, 2]**2, [basis(k, m)-basis(kp, m) for m in (0, 1)]
def S(c2, xd): return pref(kT)*((xd+Xu*c2)**2/cL+Xu**2*c2*(1-c2)/cT)
mo, wo = gauss(32, 0, 1); geo = [geom(m0) for m0 in mo]; off = [geom(m0) for m0 in (0.137, 0.52, 0.93)]
lam = [4*quad(lambda s: s*s*Legendre.basis(l)(s), 0, 1)[0] for l in ls]
assert close(lam[1], 1/6, 1e-12)
def full(xd):
    res = []; hv = sum(closed(xd, Xu))
    for m in (0, 1):
        b = np.array([basis(g[0], m) for g in geo])
        Cb = np.array([(S(g[1], xd)*WF/(4*pi))@g[2][m] for g in geo])
        C = (b*wo[:, None]).T@Cb
        assert abs(C-C.T).max() < 1e-7*C[0, 0] and close(C[0, 0], hv[m], 1e-7)
        Sn = S(K*mo**2/(1+(K-1)*mo**2), xd)
        for j in (1, 2): assert abs(C[j, 0]-lam[j]*np.sum(wo*Sn*b[:, 0]*b[:, j])) < 1e-7*C[0, 0]
        co = np.linalg.inv(C)[:, 0]
        assert close(np.linalg.inv(C[:7, :7])[0, 0], co[0], 1e-6)
        for g in off: assert abs((S(g[1], xd)*WF/(4*pi))@g[2][m]@co-basis(g[0], m)[0]) < 1e-4
        assert co[0]*hv[m] > 1
        res.append((co[0], co[0]*hv[m]-1, C[1, 0]/C[0, 0]))
    return res
avg = quad(lambda y: y*np.exp(-y), 0, 60)[0]/quad(lambda y: y**1.5*np.exp(-y), 0, 60)[0]
assert close(avg, 4/(3*np.sqrt(pi)), 1e-7)

la, ta = closed(Xd, Xu); tau = 1/(la+ta); tc = np.array([1/Rc[2, 2], 1/Rc[0, 0]]); fl = full(Xd)
vL = np.sqrt(cL/rho); xmax = vL*2*np.sqrt(2*ml*kT)/kT
print("rough silicon sizes: ml = %.2f m_e, mt = %.2f m_e, rho = %.0f kg/m^3" % (ml/m_e, mt/m_e, rho))
print("rough: c11, c12, c44 = %.0f, %.0f, %.0f GPa; Xu = %.0f eV" % (c11/1e9, c12/1e9, c44/1e9, Xu/qe))
print("chosen: Xd = %.0f eV, T = %.0f K, E = kT = %.5e J" % (Xd/qe, T, kT))
print("c* = %.1f GPa, cL = %.1f GPa, cT = %.1f GPa" % (cstar/1e9, cL/1e9, cT/1e9))
print("vL = %.0f m/s, vT = %.0f m/s" % (vL, np.sqrt(cT/rho)))
print("largest LA x = hbar w/kT = %.4f; 7x^2/24 = %.4f" % (xmax, 7*xmax**2/24))
print("final-state count change at that x = %.4f" % inelastic(xmax))
for dg in (0, 30, 45, 60, 90):
    t = np.radians(dg)
    print("theta = %2d deg: X_L = %.4f eV, X_T = %.4f eV" % (dg, (Xd+Xu*np.cos(t)**2)/qe, Xu*np.sin(t)*np.cos(t)/qe))
print("K = %.5f, alpha = %.5f, L = %.5f, J = %.5f" % (K, K-1, Lv, Jv))
print("A_l = %.5f, B_l = %.5f, A_l - B_l = %.5f" % (Al, Bl, Al-Bl))
print("A_t = %.5f, B_t = %.5f, A_t - B_t = %.5f" % (At, Bt, At-Bt))
print("density-of-states mass = %.5f m_e" % ((ml*mt*mt)**(1/3)/m_e))
print("D(kT) = %.5e 1/(J m^3), P = %.5e 1/(s m^3 J)" % (dos(kT), pref(kT)))
print("P eV^2/cL = %.5e 1/s, P eV^2/cT = %.5e 1/s" % (pref(kT)*qe**2/cL, pref(kT)*qe**2/cT))
for i, s in enumerate("lt"):
    print("%s: LA rate = %.5e 1/s, TA rate = %.5e 1/s, TA share = %.4f" % (s, la[i], ta[i], ta[i]*tau[i]))
print("mean out-scattering rate = %.5e 1/s" % ((1/tau[0]+2/tau[1])/3))
print("isotropic HV: tau_l = %.5e s, tau_t = %.5e s, l/t = %.4f" % (tau[0], tau[1], tau[0]/tau[1]))
print("cubic HV:     tau_l = %.5e s, tau_t = %.5e s, l/t = %.4f" % (tc[0], tc[1], tc[0]/tc[1]))
print("cubic/isotropic: l %.4f, t %.4f" % tuple(tc/tau))
print("lambda_3 = %.5f, lambda_5 = %.5f" % (lam[1], lam[2]))
for i, s in enumerate("lt"):
    print("full %s: tau = %.5e s, full/HV - 1 = %.3e, C31/C11 = %.4f" % ((s,)+fl[i]))
print("energy-average factor = %.5f" % avg)
for name, t in (("isotropic", tau), ("cubic", tc)):
    m1, m2 = qe*avg*t[0]/ml, qe*avg*t[1]/mt; mm = (m1+2*m2)/3
    print("%s: mu_l = %.4f, mu_t = %.4f m^2/(V s), mu_t/mu_l = %.4f" % (name, m1, m2, m2/m1))
    print("%s: six-valley mu = %.4f m^2/(V s) = %.0f cm^2/(V s)" % (name, mm, mm*1e4))
print("scan: Xd (eV), tau_l (s), tau_t (s), l/t iso, l/t cubic, full/HV-1 l, t")
for x in (-9, -6, -3, 0, 3, 6):
    t = 1/sum(closed(x*qe, Xu)); r = rate_tensor(cub, x*qe, Xu); f = full(x*qe)
    print("%+d  %.4e  %.4e  %.4f  %.4f  %.2e  %.2e" % (x, t[0], t[1], t[0]/t[1], r[0, 0]/r[2, 2], f[0][1], f[1][1]))
print("finished without a failed check")
```

It prints:

```
rough silicon sizes: ml = 0.92 m_e, mt = 0.19 m_e, rho = 2300 kg/m^3
rough: c11, c12, c44 = 170, 64, 80 GPa; Xu = 9 eV
chosen: Xd = 1 eV, T = 300 K, E = kT = 4.14195e-21 J
c* = -54.0 GPa, cL = 191.6 GPa, cT = 69.2 GPa
vL = 9127 m/s, vT = 5485 m/s
largest LA x = hbar w/kT = 0.3672; 7x^2/24 = 0.0393
final-state count change at that x = -0.0409
theta =  0 deg: X_L = 10.0000 eV, X_T = 0.0000 eV
theta = 30 deg: X_L = 7.7500 eV, X_T = 3.8971 eV
theta = 45 deg: X_L = 5.5000 eV, X_T = 4.5000 eV
theta = 60 deg: X_L = 3.2500 eV, X_T = 3.8971 eV
theta = 90 deg: X_L = 1.0000 eV, X_T = 0.0000 eV
K = 4.84211, alpha = 3.84211, L = 0.56070, J = 0.38361
A_l = 0.82798, B_l = 0.71830, A_l - B_l = 0.10968
A_t = 0.41647, B_t = 0.26555, A_t - B_t = 0.15092
density-of-states mass = 0.32144 m_e
D(kT) = 6.22931e+44 1/(J m^3), P = 1.53726e+59 1/(s m^3 J)
P eV^2/cL = 2.05956e+10 1/s, P eV^2/cT = 5.70247e+10 1/s
l: LA rate = 1.52584e+12 1/s, TA rate = 5.06628e+11 1/s, TA share = 0.2493
t: LA rate = 6.17988e+11 1/s, TA rate = 6.97082e+11 1/s, TA share = 0.5301
mean out-scattering rate = 1.55420e+12 1/s
isotropic HV: tau_l = 4.92013e-13 s, tau_t = 7.60416e-13 s, l/t = 0.6470
cubic HV:     tau_l = 4.25291e-13 s, tau_t = 6.68414e-13 s, l/t = 0.6363
cubic/isotropic: l 0.8644, t 0.8790
lambda_3 = 0.16667, lambda_5 = -0.02083
full l: tau = 4.92067e-13 s, full/HV - 1 = 1.095e-04, C31/C11 = 0.0099
full t: tau = 7.64063e-13 s, full/HV - 1 = 4.797e-03, C31/C11 = 0.0757
energy-average factor = 0.75225
isotropic: mu_l = 0.0708, mu_t = 0.5295 m^2/(V s), mu_t/mu_l = 7.4836
isotropic: six-valley mu = 0.3766 m^2/(V s) = 3766 cm^2/(V s)
cubic: mu_l = 0.0612, mu_t = 0.4655 m^2/(V s), mu_t/mu_l = 7.6102
cubic: six-valley mu = 0.3307 m^2/(V s) = 3307 cm^2/(V s)
scan: Xd (eV), tau_l (s), tau_t (s), l/t iso, l/t cubic, full/HV-1 l, t
-9  1.6377e-12  7.0482e-13  2.3235  2.4388  1.13e-02  3.91e-03
-6  1.6538e-12  1.0469e-12  1.5797  1.5869  5.38e-03  7.11e-04
-3  1.0315e-12  1.1597e-12  0.8895  0.8929  4.51e-04  1.21e-03
+0  5.8654e-13  8.7713e-13  0.6687  0.6628  3.78e-05  4.44e-03
+3  3.5573e-13  5.5909e-13  0.6363  0.6164  2.37e-04  4.65e-03
+6  2.3321e-13  3.5614e-13  0.6548  0.6246  3.17e-04  3.67e-03
finished without a failed check
```
